# Tetrahedral order parameter of four octahedral neighbours with one opposite pair: a numerical check

```python
"""
Result under test: four vertices of a regular octahedron containing exactly
one opposite pair have Errington-Debenedetti order parameter q = 5/8, where
    q = 1 - (3/8) * sum over six neighbour pairs of (1/3 + cos(angle))^2.
Symbols: p = number of opposite pairs; R = cage half-width; d = shift of the
central atom per Cartesian component; sigma = thermal rms displacement per
component; S = sum of unit bond vectors; Q = sum of their outer products.
The program also tests the sensitivity of q to off-centring and vibration.
Material parameters are rough values typical of GeTe-type alloys.
"""
from fractions import Fraction
from itertools import combinations
import numpy as np
from scipy.constants import hbar, k as boltzmann, e as charge, atomic_mass
from scipy.optimize import brentq

rng = np.random.default_rng(2718)
PAIRS = list(combinations(range(4), 2))


def order_parameter(bonds):
    """q from its definition; bonds has shape (..., 4, 3)."""
    unit = bonds / np.linalg.norm(bonds, axis=-1, keepdims=True)
    total = 0.0
    for i, j in PAIRS:
        cosine = np.sum(unit[..., i, :] * unit[..., j, :], axis=-1)
        total = total + (1 / 3 + cosine) ** 2
    return 1 - 3 * total / 8


# Exact enumeration of all choices of four octahedral vertices
vertices = [(1, 0, 0), (-1, 0, 0), (0, 1, 0),
            (0, -1, 0), (0, 0, 1), (0, 0, -1)]
counts = {}
exact_q = {}
exact_sum = {}
for choice in combinations(vertices, 4):
    cosines = [sum(a * b for a, b in zip(v, w))
               for v, w in combinations(choice, 2)]
    p = cosines.count(-1)
    pair_sum = sum((Fraction(1, 3) + c) ** 2 for c in cosines)
    q = 1 - Fraction(3, 8) * pair_sum
    assert q == Fraction(3, 4) - Fraction(p, 8)
    counts[p] = counts.get(p, 0) + 1
    exact_q[p] = q
    exact_sum[p] = pair_sum
assert counts == {1: 12, 2: 3}
assert exact_q[1] == Fraction(5, 8)
assert exact_q[2] == Fraction(1, 2)

# Normalisation: regular tetrahedron and independent random directions
tetrahedron = np.array([[1, 1, 1], [1, -1, -1],
                        [-1, 1, -1], [-1, -1, 1]], dtype=float)
q_tetrahedron = float(order_parameter(tetrahedron))
assert abs(q_tetrahedron - 1) < 1e-12
random_bonds = rng.normal(size=(200000, 4, 3))
random_q = order_parameter(random_bonds)
random_error = random_q.std() / np.sqrt(random_q.size)
assert abs(random_q.mean()) < 5 * random_error

# Moment form of q, tested on general directions
sample = random_bonds[:1000]
sample = sample / np.linalg.norm(sample, axis=-1, keepdims=True)
S = sample.sum(axis=1)
Q = np.einsum('nia,nib->nab', sample, sample)
moment_q = 2 - np.sum(S**2, axis=1) / 8 - 3 * np.sum(Q**2, axis=(1, 2)) / 16
assert np.allclose(moment_q, random_q[:1000], atol=1e-12)
ideal = np.array([[1, 0, 0], [-1, 0, 0], [0, 1, 0], [0, 0, 1]], dtype=float)
S_squared = float(np.sum(ideal.sum(axis=0) ** 2))
trace_Q_squared = float(np.sum((ideal.T @ ideal) ** 2))
q_moments = 2 - S_squared / 8 - 3 * trace_Q_squared / 16
assert abs(q_moments - float(exact_q[1])) < 1e-12


# A flattened tetrahedron can have the same q without octahedral angles
def flattened(theta):
    s, c = np.sin(theta), np.cos(theta)
    return np.array([[s, 0, c], [-s, 0, c], [0, s, -c], [0, -s, -c]])


theta_same = brentq(lambda t: order_parameter(flattened(t)) - 5 / 8,
                    np.arccos(1 / np.sqrt(3)), np.pi / 2, xtol=1e-13)
u_same = np.cos(theta_same) ** 2
assert abs(u_same - (1 / 3 - 1 / np.sqrt(12))) < 1e-10
for theta in (0.4, 0.9, 1.3):
    flat_formula = 1 - 4.5 * (np.cos(theta) ** 2 - 1 / 3) ** 2
    assert abs(order_parameter(flattened(theta)) - flat_formula) < 1e-12
wide_angle = np.degrees(2 * theta_same)
cross_angle = np.degrees(np.arccos(-u_same))

# Four nearest vertices for general shifts in a rigid cage
octahedron = np.array(vertices, dtype=float)
for shift in rng.uniform(-0.2, 0.2, size=(2000, 3)):
    distances = np.linalg.norm(octahedron - shift, axis=1)
    nearest = octahedron[np.argsort(distances)[:4]]
    dots = nearest @ nearest.T
    opposite = [(i, j) for i, j in PAIRS if dots[i, j] < -0.5]
    assert len(opposite) == 1
    pair_axis = np.argmax(np.abs(nearest[opposite[0][0]]))
    assert pair_axis == np.argmin(np.abs(shift))


# Derivatives for displacements of the centre and all four neighbours, R = 1
def q_displaced(displacements):
    moved = displacements.reshape(5, 3)
    return float(order_parameter(ideal + moved[1:] - moved[0]))


step = 1e-3
gradient = np.zeros(15)
laplacian = 0.0
q_ideal = q_displaced(np.zeros(15))
for index in range(15):
    change = np.zeros(15)
    change[index] = step
    plus, minus = q_displaced(change), q_displaced(-change)
    gradient[index] = (plus - minus) / (2 * step)
    laplacian += (plus - 2 * q_ideal + minus) / step**2
gradient_squared = float(gradient @ gradient)
assert np.allclose(gradient[:3], [0, 3 / 4, 3 / 4], atol=1e-4)
assert abs(gradient_squared - 3 / 2) < 1e-3
assert abs(laplacian + 23 / 2) < 1e-3

# Worked example: static off-centring
R_nm = 0.30
d_nm = 0.016
shift = np.full(3, d_nm)
off_bonds = R_nm * ideal - shift
lengths = np.linalg.norm(off_bonds, axis=1)
short_nm, long_nm = lengths[0], lengths[1]
q_off = float(order_parameter(off_bonds))
q_linear = 5 / 8 + 3 * d_nm / (2 * R_nm)
short_angle = np.degrees(np.arccos(off_bonds[0] @ off_bonds[2]
                                  / (lengths[0] * lengths[2])))
for other_long in (1, 3, 5):
    tied = octahedron[[0, 2, 4, other_long]] * R_nm - shift
    assert abs(order_parameter(tied) - q_off) < 1e-12

# Worked example: harmonic thermal motion
mass_u = 100.0
quantum_meV = 10.0
mass = mass_u * atomic_mass
energy = quantum_meV * 1e-3 * charge
omega = energy / hbar


def thermal_sigma_nm(temperature):
    argument = energy / (2 * boltzmann * temperature)
    return 1e9 * np.sqrt(hbar / (2 * mass * omega) / np.tanh(argument))


thermal = {}
for temperature in (300.0, 400.0):
    sigma_nm = thermal_sigma_nm(temperature)
    levels = np.arange(2000)
    weights = np.exp(-levels * energy / (boltzmann * temperature))
    mean_level = np.sum((levels + 0.5) * weights) / weights.sum()
    sigma_levels = 1e9 * np.sqrt(hbar / (mass * omega) * mean_level)
    assert abs(sigma_nm / sigma_levels - 1) < 1e-10
    ratio = sigma_nm / R_nm
    thermal[temperature] = (sigma_nm, np.sqrt(3 / 2) * ratio,
                            -23 / 4 * ratio**2)

sigma_300, spread_300, mean_shift_300 = thermal[300.0]
moves = rng.normal(scale=sigma_300, size=(200000, 5, 3))
thermal_q = order_parameter(R_nm * ideal + moves[:, 1:] - moves[:, :1])
mc_spread = thermal_q.std()
mc_shift = thermal_q.mean() - 5 / 8
mc_error = mc_spread / np.sqrt(thermal_q.size)
# Tolerances allow for higher orders in sigma/R and for sampling error
assert abs(mc_spread / spread_300 - 1) < 0.08
assert abs(mc_shift - mean_shift_300) < 0.1 * abs(mean_shift_300) + 5 * mc_error

print(f"Choices with one opposite pair: {counts[1]} (count)")
print(f"Choices with two opposite pairs: {counts[2]} (count)")
print(f"Pair sum, one opposite pair: {exact_sum[1]} (dimensionless)")
print(f"q, one opposite pair: {exact_q[1]} = {float(exact_q[1]):.3f} (dimensionless)")
print(f"Pair sum, two opposite pairs: {exact_sum[2]} (dimensionless)")
print(f"q, two opposite pairs: {exact_q[2]} (dimensionless)")
print(f"q, regular tetrahedron: {q_tetrahedron:.6f} (dimensionless)")
print(f"Mean q, random directions: {random_q.mean():.4f} (dimensionless)")
print(f"Standard error of that mean: {random_error:.4f} (dimensionless)")
print(f"|S|^2, one opposite pair: {S_squared:.1f} (dimensionless)")
print(f"Tr Q^2, one opposite pair: {trace_Q_squared:.1f} (dimensionless)")
print(f"q from moments: {q_moments:.6f} (dimensionless)")
print(f"Flattened tetrahedron with q=5/8, cos^2(theta): {u_same:.5f} (dimensionless)")
print(f"Its two wide angles: {wide_angle:.2f} degrees")
print(f"Its four other angles: {cross_angle:.2f} degrees")
print(f"R^2 times squared gradient of q: {gradient_squared:.4f} (dimensionless)")
print(f"R^2 times Laplacian of q: {laplacian:.4f} (dimensionless)")
print(f"Cage half-width R: {R_nm:.3f} nm")
print(f"Off-centring per component d: {d_nm:.3f} nm")
print(f"Short bond: {short_nm:.4f} nm")
print(f"Long bond: {long_nm:.4f} nm")
print(f"Angle between short bonds: {short_angle:.2f} degrees")
print(f"q after off-centring: {q_off:.4f} (dimensionless)")
print(f"Linear estimate of that q: {q_linear:.4f} (dimensionless)")
print(f"Change of q by off-centring: {q_off - 5 / 8:+.4f} (dimensionless)")
print(f"Mean atomic mass: {mass_u:.0f} u")
print(f"Vibrational quantum: {quantum_meV:.1f} meV")
for temperature, (sigma_nm, spread, mean_shift) in thermal.items():
    print(f"sigma at {temperature:.0f} K: {sigma_nm:.5f} nm")
    print(f"Thermal spread of q at {temperature:.0f} K: {spread:.4f} (dimensionless)")
    print(f"Thermal mean shift at {temperature:.0f} K: {mean_shift:+.4f} (dimensionless)")
print(f"Monte Carlo spread at 300 K: {mc_spread:.4f} (dimensionless)")
print(f"Monte Carlo mean shift at 300 K: {mc_shift:+.4f} (dimensionless)")
print(f"Standard error of Monte Carlo mean: {mc_error:.4f} (dimensionless)")
print("checks complete")
```

Output:

```
Choices with one opposite pair: 12 (count)
Choices with two opposite pairs: 3 (count)
Pair sum, one opposite pair: 1 (dimensionless)
q, one opposite pair: 5/8 = 0.625 (dimensionless)
Pair sum, two opposite pairs: 4/3 (dimensionless)
q, two opposite pairs: 1/2 (dimensionless)
q, regular tetrahedron: 1.000000 (dimensionless)
Mean q, random directions: -0.0006 (dimensionless)
Standard error of that mean: 0.0010 (dimensionless)
|S|^2, one opposite pair: 2.0 (dimensionless)
Tr Q^2, one opposite pair: 6.0 (dimensionless)
q from moments: 0.625000 (dimensionless)
Flattened tetrahedron with q=5/8, cos^2(theta): 0.04466 (dimensionless)
Its two wide angles: 155.60 degrees
Its four other angles: 92.56 degrees
R^2 times squared gradient of q: 1.5000 (dimensionless)
R^2 times Laplacian of q: -11.5000 (dimensionless)
Cage half-width R: 0.300 nm
Off-centring per component d: 0.016 nm
Short bond: 0.2849 nm
Long bond: 0.3168 nm
Angle between short bonds: 96.25 degrees
q after off-centring: 0.6946 (dimensionless)
Linear estimate of that q: 0.7050 (dimensionless)
Change of q by off-centring: +0.0696 (dimensionless)
Mean atomic mass: 100 u
Vibrational quantum: 10.0 meV
sigma at 300 K: 0.01046 nm
Thermal spread of q at 300 K: 0.0427 (dimensionless)
Thermal mean shift at 300 K: -0.0070 (dimensionless)
sigma at 400 K: 0.01205 nm
Thermal spread of q at 400 K: 0.0492 (dimensionless)
Thermal mean shift at 400 K: -0.0093 (dimensionless)
Monte Carlo spread at 300 K: 0.0428 (dimensionless)
Monte Carlo mean shift at 300 K: -0.0069 (dimensionless)
Standard error of Monte Carlo mean: 0.0001 (dimensionless)
checks complete
```
